# Gauge error of ZORA and scaled ZORA for hydrogen-like ions

**Setting.** Hartree atomic units are used and energies are measured from the rest energy. An electron moves in a local potential \(V(\mathbf r)\). The upper two-component spinor of the Dirac equation is \(\varphi\), the lower one is \(\chi\), and \(E\) is the energy of a bound state:

\[
V\varphi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi=E\varphi,\qquad
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi+(V-2c^2)\chi=E\chi .
\]

A change in the zero of the electrostatic potential adds a constant \(\Delta\) to \(V\). Take \(2c^2-V-\Delta>0\) everywhere. The questions ask what such a constant does to the zeroth-order regular approximation (ZORA), in which spin-orbit coupling is part of the operator.

## Part (a)

**Question.** Derive the ZORA operator from the Dirac equation. Determine how a Dirac level and a ZORA level respond to the constant \(\Delta\) in a general potential.

**Answer.** The second Dirac equation gives

\[
\chi=\frac{c}{2c^2+E-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi .
\]

Inserted in the first, it yields an equation for \(\varphi\) alone, still without approximation:

\[
\Big[V+\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{2c^2+E-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p\Big]\varphi=E\varphi. \tag{1}
\]

If \(V\) becomes \(V+\Delta\) and \(E\) becomes \(E+\Delta\), the denominator is unchanged and both sides gain \(\Delta\varphi\). Dirac levels shift rigidly.

ZORA drops \(E\) from the denominator. This is a good approximation where \(|E|\ll 2c^2-V\), and that includes the region near the nucleus, where \(-V\) is large. With the constant included, the operator is

\[
H_\Delta=V+\Delta+\boldsymbol\sigma\!\cdot\!\mathbf p\,K_\Delta\,\boldsymbol\sigma\!\cdot\!\mathbf p,\qquad
K_\Delta=\frac{c^2}{2c^2-\Delta-V}. \tag{2}
\]

Now \(\Delta\) occurs twice, and no energy in the denominator compensates it. Let \(\varepsilon(\Delta)\) be a discrete eigenvalue of \(H_\Delta\) with normalized spinor \(\varphi\), followed at fixed angular symmetry. The Hellmann–Feynman theorem requires only the derivative of the operator. Since \(dK_\Delta/d\Delta=c^2/(2c^2-\Delta-V)^2\),

\[
\varepsilon'(\Delta)=1+N,\qquad
N=\Big\langle\varphi\Big|\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{(2c^2-\Delta-V)^2}\,\boldsymbol\sigma\!\cdot\!\mathbf p\Big|\varphi\Big\rangle. \tag{3}
\]

\(N\) is the squared norm of \(c(2c^2-\Delta-V)^{-1}\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi\), which is the small component that belongs to the ZORA spinor. It could vanish only if \(\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi=0\). Acting once more with \(\boldsymbol\sigma\!\cdot\!\mathbf p\) would give \(\nabla^2\varphi=0\), and a harmonic function that is square integrable over all space is zero. Hence \(N>0\), and

\[
\varepsilon(\Delta)-\varepsilon(0)-\Delta=\int_0^\Delta N(s)\,ds\neq0\qquad(\Delta\neq0).
\]

This difference is the gauge error. A positive constant raises a ZORA level by more than \(\Delta\), and a negative one lowers it by more than \(|\Delta|\). When \(V\) and \(\Delta\) are small beside \(2c^2\), \(N\approx\langle p^2\rangle/4c^2\), the kinetic energy divided by \(2c^2\). The error is then largest for states with high kinetic energy, so level differences change as well.

If \(K\) is instead built from a fixed reference potential that does not follow \(\Delta\), the constant enters (2) additively and the shift is rigid. The price is that \(K\) no longer contains the actual potential.

## Part (b)

**Question.** For a point nucleus, \(V=-Z/r\) with \(Z<c\), find \(\varepsilon(\Delta)\) in closed form in terms of \(\varepsilon(0)\). What happens to a spin-orbit splitting?

**Answer.** The Coulomb potential has no length scale of its own, so a change of length can absorb the constant in \(K_\Delta\). Define

\[
\nu=1-\frac{\Delta}{2c^2}>0,\qquad \mathbf r'=\nu\mathbf r .
\]

Then \(\mathbf p=\nu\mathbf p'\) and \(V(r)=-Z/r=-\nu Z/r'=\nu V(r')\). The kernel becomes

\[
K_\Delta(r)=\frac{c^2}{2c^2\nu-\nu V(r')}=\frac1\nu\,\frac{c^2}{2c^2-V(r')}=\frac{K_0(r')}{\nu}.
\]

The two momenta contribute \(\nu^2\) and the kernel \(1/\nu\), so the kinetic term scales as \(\nu\), just as the potential does:

\[
H_\Delta=\Delta+\nu\big[V(r')+\boldsymbol\sigma\!\cdot\!\mathbf p'\,K_0(r')\,\boldsymbol\sigma\!\cdot\!\mathbf p'\big].
\]

The bracket is the unshifted ZORA operator in the variable \(\mathbf r'\). If \(\varphi_0(\mathbf r)\) is its eigenfunction, \(\nu^{3/2}\varphi_0(\nu\mathbf r)\) is a normalized eigenfunction of \(H_\Delta\), with the same angular symmetry and the same power law at the nucleus. Therefore

\[
\varepsilon(\Delta)=\Delta+\Big(1-\frac{\Delta}{2c^2}\Big)\varepsilon(0),\qquad
\varepsilon(\Delta)-\varepsilon(0)-\Delta=-\frac{\Delta\,\varepsilon(0)}{2c^2}. \tag{4}
\]

This is exact for the point nucleus. Since \(\varepsilon(0)<0\), the error has the sign of \(\Delta\), as part (a) requires.

The difference of two levels is multiplied by \(\nu\), and so is a spin-orbit splitting. For \(\Delta>0\) it shrinks, which may seem odd. The spin-orbit part of the kinetic term is \(\boldsymbol\sigma\cdot(\nabla K_\Delta\times\mathbf p)\) with

\[
\nabla K_\Delta=\frac{c^2\,\nabla V}{(2c^2-\Delta-V)^2},
\]

and this prefactor grows with \(\Delta\). The orbital, however, expands by \(1/\nu\). To leading order in \(1/c^2\) the prefactor gives \(1+2\Delta/2c^2\), while the mean of \(r^{-3}\) gives \(1-3\Delta/2c^2\). The product is \(1-\Delta/2c^2\), in agreement with \(\nu\).

As \(\Delta\to2c^2\), \(\nu\to0\) and the orbital spreads without limit. Beyond that value \(K_\Delta\) has a pole at finite \(r\), and the result no longer applies.

## Part (c)

**Question.** Relate \(\varepsilon(0)\) to the Dirac energy \(E\) of the ion. Express the gauge error through \(E\), and discuss the 1s level for small \(Z\) and for \(Z\to c\).

**Answer.** Subtract \(E\varphi\) from both sides of (1):

\[
\Big[V-E+\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{2c^2+E-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p\Big]\varphi=0 .
\]

This is the ZORA equation with the constant \(\Delta=-E\) and eigenvalue zero. Hence, in any potential,

\[
\varepsilon(-E)=0. \tag{5}
\]

Because \(\varepsilon'>1\), a given branch \(\varepsilon(\Delta)\) has at most one such zero. For the Coulomb potential, (4) with \(\Delta=-E\) reads

\[
0=-E+\frac{2c^2+E}{2c^2}\,\varepsilon(0)
\quad\Longrightarrow\quad
\varepsilon(0)=\frac{2c^2E}{2c^2+E}. \tag{6}
\]

Subtracting \(E\) gives the error of unshifted ZORA relative to Dirac, and inserting (6) in (4) gives the gauge error:

\[
\varepsilon(0)-E=-\frac{E^2}{2c^2+E},\qquad
\varepsilon(\Delta)-\varepsilon(0)-\Delta=-\frac{\Delta\,E}{2c^2+E}.
\]

For 1s the Dirac energy is \(E=c^2(\gamma-1)\) with \(\gamma=\sqrt{1-Z^2/c^2}\). Then \(2c^2+E=c^2(1+\gamma)\), and

\[
\text{gauge error of 1s}=\Delta\,\frac{1-\gamma}{1+\gamma}. \tag{7}
\]

For \(Z\ll c\), \(1-\gamma\approx Z^2/2c^2\) and the error is \(\Delta Z^2/4c^2\). For \(Z\to c\), \(\gamma\to0\) and the error approaches \(\Delta\) itself, so the level moves by nearly twice the constant.

## Part (d)

**Question.** Scaled ZORA replaces the eigenvalue by \(S=\varepsilon/(1+N)\), with \(N\) from (3). Find \(S(\Delta)\) for the hydrogen-like ion and interpret the denominator.

**Answer.** By (4), \(\varepsilon\) is linear in \(\Delta\), so its slope is the same for every \(\Delta\):

\[
1+N=\varepsilon'(\Delta)=1-\frac{\varepsilon(0)}{2c^2}.
\]

Rearrange (4) so that this factor appears:

\[
\varepsilon(\Delta)=\Delta\Big(1-\frac{\varepsilon(0)}{2c^2}\Big)+\varepsilon(0)=\Delta(1+N)+\varepsilon(0).
\]

Division by \(1+N\) gives \(S(\Delta)=\Delta+\varepsilon(0)/(1+N)\). From (6),

\[
1+N=1-\frac{E}{2c^2+E}=\frac{2c^2}{2c^2+E},\qquad
\frac{\varepsilon(0)}{1+N}=\frac{2c^2E}{2c^2+E}\cdot\frac{2c^2+E}{2c^2}=E,
\]

and therefore

\[
S(\Delta)=E+\Delta. \tag{8}
\]

For these ions scaling removes the gauge error completely and returns the Dirac energy. The denominator is \(\langle\varphi|\varphi\rangle+\langle\chi|\chi\rangle\), with \(\chi\) the ZORA small component. Scaling thus divides by the squared norm of the four-component spinor, whereas the bare eigenvalue refers to \(\varphi\) alone.

## Part (e)

**Question.** How much of this survives in a potential that is not purely Coulombic? Find the remaining gauge error of \(S\), its error relative to the Dirac energy, and their order in \(1/c\).

**Answer.** Equation (5) holds in any potential, so the Dirac energy follows from the root \(\Delta=-E\) of \(\varepsilon(\Delta)\). One Newton step from a starting value \(\Delta\) leads to \(\Delta-\varepsilon/\varepsilon'\). The corresponding estimate of \(E\) is minus this number:

\[
\frac{\varepsilon(\Delta)}{\varepsilon'(\Delta)}-\Delta=S(\Delta)-\Delta .
\]

Scaled ZORA is therefore one Newton step towards the Dirac energy. It is exact when \(\varepsilon\) is linear, as for the bare ion. In general, differentiate the quotient:

\[
S'(\Delta)=\frac{\varepsilon'^2-\varepsilon\varepsilon''}{\varepsilon'^2}
\quad\Longrightarrow\quad
S'(\Delta)-1=-\frac{\varepsilon\,\varepsilon''}{\varepsilon'^2}. \tag{9}
\]

For the error relative to Dirac, expand \(\varepsilon\) about zero with its integral remainder and evaluate it at the root:

\[
0=\varepsilon(0)-E\,\varepsilon'(0)+\int_0^{-E}(-E-s)\,\varepsilon''(s)\,ds .
\]

Dividing by \(\varepsilon'(0)\) gives

\[
S(0)-E=-\frac1{\varepsilon'(0)}\int_0^{-E}(-E-s)\,\varepsilon''(s)\,ds. \tag{10}
\]

To find \(\varepsilon''\), change the constant by a small \(\delta\) and write \(G=2c^2-\Delta-V\). The kernel expands as

\[
\frac{c^2}{G-\delta}=\frac{c^2}{G}+\delta\,\frac{c^2}{G^2}+\delta^2\frac{c^2}{G^3}+\dots
\]

Let \(B=\boldsymbol\sigma\!\cdot\!\mathbf p\,(c^2/G^2)\,\boldsymbol\sigma\!\cdot\!\mathbf p\), so that \(N=\langle B\rangle\). The perturbation linear in \(\delta\) is \(1+B\), and its constant part does not connect orthogonal states. Collecting the terms in \(\delta^2\) and doubling them gives

\[
\varepsilon''=2\Big\langle\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{G^3}\,\boldsymbol\sigma\!\cdot\!\mathbf p\Big\rangle
+2\sum_{m\ne0}\frac{|\langle m|B|0\rangle|^2}{\varepsilon_0-\varepsilon_m}, \tag{11}
\]

where the sum includes the continuum. For a fixed potential, formally \(c^2/G^3\sim1/8c^4\) and \(B\sim p^2/4c^2\), so both terms are of order \(c^{-4}\). The gauge error per unit \(\Delta\) thus falls from order \(c^{-2}\) in ZORA to order \(c^{-4}\) in scaled ZORA. The error relative to Dirac falls in the same way. Integrating (3) from \(0\) to \(-E\) and using (5) gives \(\varepsilon(0)-E=-\int_0^{-E}N(s)\,ds\), of order \(c^{-2}\), whereas (10) makes \(S(0)-E\) roughly \(-\tfrac12E^2\varepsilon''\), of order \(c^{-4}\). For the bare ion the two terms of (11) must cancel, since \(\varepsilon\) is linear.

## Part (f)

**Question.** Evaluate the results for 1s with \(Z=1,20,50,80\) and \(\Delta=1\) hartree, and for the 2p splitting at \(Z=80\).

**Answer.** The nucleus is a point; QED effects and nuclear recoil are left out. With \(2c^2=37557.73\) hartree, all energies in hartree:

| \(Z\) | \(E\) | \(\varepsilon(0)\) | gauge error |
|---|---|---|---|
| 1 | −0.500007 | −0.500013 | \(1.331\times10^{-5}\) |
| 20 | −201.077 | −202.159 | 0.00538 |
| 50 | −1294.626 | −1340.845 | 0.03570 |
| 80 | −3532.192 | −3898.869 | 0.10381 |

For \(Z=80\), (4) gives \(3898.869/37557.73=0.10381\) hartree, or 2.82 eV. The shifted eigenvalue is \(-3898.869+1+0.104=-3897.765\) hartree. Scaling gives \(-3897.765/1.10381=-3531.192\) hartree, which is the Dirac energy plus one. The unshifted ZORA value lies 366.677 hartree below Dirac, and scaling removes that error too.

The ZORA eigenvalues come from diagonalizing the radial ZORA operator, not from (4) or (6); the Dirac energies \(E\) come from the closed formula for the point nucleus. Over all four ions, with 1s and both 2p levels, the scaled energy at \(\Delta=1\) hartree departs from \(E+\Delta\) by about \(5\times10^{-11}\) hartree in the worst case; since (8) is exact, this residue is numerical noise of the diagonalization. The two parts of (11) for 1s at \(Z=80\) are \(\pm4.596\times10^{-6}\) per hartree, and by (9) either one alone would leave a scaled gauge error of magnitude \(3898.869\times4.596\times10^{-6}/1.10381^2\approx0.0147\) hartree for \(\Delta=1\) hartree.

The 2p\(_{1/2}\) and 2p\(_{3/2}\) levels at \(Z=80\) have \(\varepsilon(0)=-927.186\) and \(-836.011\) hartree. Their gauge errors are \(927.186/37557.73=0.02469\) and \(836.011/37557.73=0.02226\) hartree. The ZORA splitting therefore drops by 0.0024 hartree, from 91.1743 to 91.1719. This is small beside the error of the splitting itself: Dirac gives 87.0403 hartree, so ZORA is about 4.7% too large. Scaled ZORA returns 87.0403 hartree with the constant present.

## Part (g)

**Question.** Consider the screened model potential \(V=-[1+(Z-1)e^{-ar}]/r\) with \(Z=80\) and \(a=3\) bohr\(^{-1}\). Predict the sign of the error left by scaling for the inner levels, and assess its size.

**Answer.** Where \(ar\) is small, expand the exponential:

\[
V=-\frac Zr+w+br+\dots,\qquad w=(Z-1)a=237,\qquad b=-\tfrac12(Z-1)a^2=-355.5 .
\]

The constant \(w\) merely adds to \(\Delta\), so curvature of \(\varepsilon\) must come from \(br\) and higher terms. Keep \(br\) to first order. It enters additively and through the kernel, and its contribution is

\[
b\Big\langle r+\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2\,r}{(2c^2-\Delta-w+Z/r)^2}\,\boldsymbol\sigma\!\cdot\!\mathbf p\Big\rangle .
\]

Use the scaling of part (b), now with \(\nu=1-(\Delta+w)/2c^2\). The first term scales as \(1/\nu\). In the second, the momenta give \(\nu^2\), the squared denominator \(\nu^{-2}\) and \(r\) gives \(\nu^{-1}\), so it also scales as \(1/\nu\). The contribution is \(bR/\nu\) with a positive length \(R\) independent of \(\Delta\). The remaining part of \(\varepsilon\) is linear, and hence

\[
\varepsilon''\approx\frac{2bR}{(2c^2)^2\,\nu^3}<0 .
\]

By (10), \(S(0)\) should lie above the Dirac energy. By (9), with \(\varepsilon<0\), the scaled gauge error should be negative for \(\Delta>0\), opposite in sign to that of ZORA.

For 1s the computed Dirac energy is \(-3300.896\) hartree, \(\varepsilon(0)=-3643.016\) and \(S(0)=-3300.853\). Scaling reduces the error relative to Dirac from 342.12 hartree in magnitude to 0.043. The curvature is \(\varepsilon''(0)=-7.94\times10^{-9}\) per hartree. The first-order formula, with \(R=0.0164\) bohr from the 1s spinor of the bare ion, gives \(-8.42\times10^{-9}\): the right sign, and about 6% too large in magnitude. The ZORA gauge error for \(\Delta=1\) hartree is 0.1037 hartree, so \(\varepsilon'\approx1.1037\). Equation (9) then gives

\[
-\frac{(-3643.0)(-7.94\times10^{-9})}{1.1037^2}=-2.37\times10^{-5}\ \text{hartree},
\]

the value found directly. Scaling has reduced the magnitude of the gauge error by a factor of about 4400.

The offset 0.043 hartree can be checked by hand. The weight \(-E-s\) in (10) has area \(E^2/2\) and its centroid at \(s=-E/3\). With constant curvature the integral gives \(\tfrac12(7.94\times10^{-9})(3300.9)^2/1.1037=0.0392\) hartree. Between \(s=0\) and \(s=-E/3\approx1100\) hartree, \(\nu\) falls from 0.9937 to 0.9644, and \(\nu^{-3}\) grows by a factor 1.094. The product is 0.0429 hartree, close to the computed offset. The agreement should not be read to the last digit: the factor 1.094 belongs to the first-order model, while the actual curvature grows by 1.092 over this interval, which would give 0.0428.

The 2p levels behave alike in sign, although the first-order formula for \(\varepsilon''\) is cruder for these more extended orbitals and overestimates its magnitude by 17% and 19% for \(j=1/2\) and \(3/2\). Their ZORA gauge errors are 0.0242 and 0.0217 hartree for \(j=1/2\) and \(3/2\), and the scaled ones are both about \(-1.5\times10^{-5}\) hartree. Scaled ZORA is thus not strictly gauge invariant in this potential, but its residue is far smaller than that of the bare eigenvalue. The numerical output below lists the energies, curvatures \(\varepsilon''(0)\) and gauge errors of all three levels.

## Computed results

```
speed of light c = 137.035999 a.u.
2c^2 = 37557.7301 hartree
1 hartree = 27.211386 eV
added constant D = 1.0 hartree
1s of ions, hartree: Z, Dirac E, ZORA eps(0), eps(0)-E
    1      -0.500007      -0.500013     -0.000007
   20    -201.076523    -202.158841     -1.082318
   50   -1294.626149   -1340.845493    -46.219344
   80   -3532.192093   -3898.869057   -366.676964
1s of ions: Z, N, gauge error eps(D)-eps(0)-D in hartree
    1 1.331319e-05 1.331319e-05
   20 5.382616e-03 5.382616e-03
   50 3.570092e-02 3.570092e-02
   80 1.038100e-01 1.038100e-01
Z=80 1s: eps(D) = -3897.765247 hartree
Z=80 1s: gauge error = 2.8248 eV
Z=80 1s: scaled energy at D=0 = -3532.192093 hartree
Z=80 1s: scaled energy at D = -3531.192093 hartree
Z=80 1s: eps'' direct part = 4.5961e-06 1/hartree
Z=80 1s: eps'' response part = -4.5961e-06 1/hartree
largest |scaled - E - D|, all ions = 5e-11 hartree
Z=80 2p levels, hartree: state, Dirac E, ZORA eps(0)
  2p1/2 -904.847783 -927.185713
  2p3/2 -817.807495 -836.011374
Z=80 2p splitting, Dirac = 87.040288 hartree
Z=80 2p splitting, ZORA D=0 = 91.174339 hartree
Z=80 2p splitting, ZORA at D = 91.171912 hartree
Z=80 2p splitting, scaled at D = 87.040288 hartree
screened model: Z = 80, a = 3.0 1/bohr
1s1/2 screened: Dirac E = -3300.89597 hartree
  ZORA eps(0) = -3643.01611, scaled = -3300.85306 hartree
  scaled - Dirac = 0.04291 hartree
  eps'' = -7.939e-09 1/hartree
  gauge error: ZORA 1.037e-01 hartree
  gauge error: scaled -2.37e-05 hartree
2p1/2 screened: Dirac E = -685.45882 hartree
  ZORA eps(0) = -702.06617, scaled = -685.45344 hartree
  scaled - Dirac = 0.00538 hartree
  eps'' = -2.303e-08 1/hartree
  gauge error: ZORA 2.424e-02 hartree
  gauge error: scaled -1.54e-05 hartree
2p3/2 screened: Dirac E = -600.91810 hartree
  ZORA eps(0) = -613.98204, scaled = -600.91344 hartree
  scaled - Dirac = 0.00466 hartree
  eps'' = -2.596e-08 1/hartree
  gauge error: ZORA 2.175e-02 hartree
  gauge error: scaled -1.53e-05 hartree
```
